# Why a Silica Network Keeps Its Gap Without Translational Order

**Q:** I don't see how amorphous silica can have a real band gap. Bands are functions of a wave vector, and a wave vector needs a periodic lattice. Gaps open where Bloch waves are Bragg reflected. Remove the lattice and the bands go, so the gap must go too, or at best survive as a dip in the density of states.

**A:** Your first statement is right: without translational symmetry there is no crystal momentum to label the states. But a gap is a statement about energies, namely that an interval contains no eigenvalue of the Hamiltonian. That question can be put for any Hamiltonian, labelled or not. Bragg reflection of nearly free electrons is one way to empty an interval. Another is local: each atom has nearly the same neighbours everywhere, and their coupling pushes levels apart.

**Q:** For one isolated bond I accept that. In a solid the bonds talk to each other, the levels broaden, and in a random network I would expect them to broaden until they meet. What limits that?

**A:** Let us take a model in which it can be settled. Each Si carries four orthonormal sp³ hybrids, one towards each neighbouring O. Each O bridges two Si and carries one s and three p orbitals. Only nearest neighbours couple. Direct O–O hopping, orbital overlap, distortion of the tetrahedra and electron–hole attraction are left out, so this tests a mechanism and does not predict the measured gap of silica.

Let the Si levels be \(e_s<e_p\) and the O levels \(o_s<o_p\). On one Si the hybrids have energy \(e_h=(e_s+3e_p)/4\) and couple to each other by \(-V\), with \(V=(e_p-e_s)/4\). The 4×4 block is \((e_h+V)I-VJ\), where \(J\) is the matrix of ones, with eigenvalues 4, 0, 0, 0. The block therefore has the eigenvalue \(e_h-3V=e_s\) once, for the in-phase sum of hybrids, and \(e_h+V=e_p\) three times.

For the links, let \(\mathbf u_j\) be the unit vector from an O to its neighbour Si number \(j=1,2\). The hybrid there couples to the O s orbital by \(-g_jt_s\) and to the three p orbitals by \(-g_jt_p\mathbf u_j\). The factor \(g_j\) describes a stronger or weaker link, and the Si–O–Si angle enters through \(\mathbf u_1\cdot\mathbf u_2=\cos\theta\). The disorder is bounded: \(g_j\ge g_{\min}>0\) and \(\theta_{\min}\le\theta\le180^\circ\), with \(\theta_{\min}>0\).

**Q:** And how many levels are filled?

**A:** With \(N\) Si atoms there are \(2N\) O atoms. Four valence electrons per Si and six per O give \(4N+12N=16N\) electrons, which fill \(8N\) levels. There are \(4N\) hybrids and \(8N\) oxygen orbitals, so the filled levels are as many as the oxygen orbitals. The question is whether level \(8N\) and level \(8N+1\) are separated.

**Q:** For a random network you would have to diagonalize every sample. How can anything general be said?

**A:** By counting levels instead of finding them. Order the basis with hybrids first:

\[
H=\begin{pmatrix}A&T\\T^{T}&B\end{pmatrix}.
\]

\(A\) holds the Si blocks, \(B\) is diagonal with entries \(o_s\) and \(o_p\), and \(T\) holds the links. Choose an energy \(E>o_p\). Then \(B-E\) is negative definite and can be inverted, and multiplying out confirms that

\[
H-E=L\begin{pmatrix}S(E)&0\\0&B-E\end{pmatrix}L^{T},\qquad
L=\begin{pmatrix}1&T(B-E)^{-1}\\0&1\end{pmatrix},
\]

\[
S(E)=A-E+T(E-B)^{-1}T^{T}.
\]

The plus sign arises because \(-(B-E)^{-1}=(E-B)^{-1}\). Since \(L\) is invertible, Sylvester's law of inertia says that both sides have equally many positive, zero and negative eigenvalues. The oxygen block contributes \(8N\) negative ones. Hence the number of levels of \(H\) above \(E\) equals the number of positive eigenvalues of \(S(E)\), a matrix of size \(4N\).

If \(S(E)\) is positive definite, then \(4N\) levels lie above \(E\), \(8N\) lie below, and none lies at \(E\). That is a gap at the right filling.

**Q:** But \(S(E)\) still contains the whole random network.

**A:** Look at its parts. The first obeys \(A\ge e_s\), meaning that its expectation value in any normalized state is at least \(e_s\), because its eigenvalues are \(e_s\) and \(e_p\) on every Si. The last connects only hybrids that share an oxygen. Each hybrid belongs to one bridge, so this term splits into separate 2×2 blocks. With

\[
a=\frac{t_s^2}{E-o_s},\qquad b=\frac{t_p^2}{E-o_p},
\]

both positive, a bridge with \(g_1=g_2=1\) has the block

\[
K_0=\begin{pmatrix}a+b&a+b\cos\theta\\a+b\cos\theta&a+b\end{pmatrix}.
\]

The even combination of the two hybrids has eigenvalue \(2a+b(1+\cos\theta)\), the odd one \(b(1-\cos\theta)\). For general links the block is \(GK_0G\) with \(G=\mathrm{diag}(g_1,g_2)\). If \(\kappa\ge0\) is the smaller eigenvalue of \(K_0\), then for any vector \(x\)

\[
x^{T}GK_0Gx\ \ge\ \kappa\,|Gx|^2\ \ge\ \kappa\,g_{\min}^2|x|^2 .
\]

Over the allowed angles, the even eigenvalue is at least \(2a\) and the odd one at least \(b(1-\cos\theta_{\min})\). Therefore

\[
S(E)\ \ge\ e_s-E+g_{\min}^2\min\{2a,\;b(1-\cos\theta_{\min})\}.
\]

The right side contains no ring statistics, no system size and no wave vector.

**Q:** So where does it stop being positive?

**A:** Take the two entries of the minimum in turn. For the even one, multiply \(e_s-E+2g_{\min}^2t_s^2/(E-o_s)>0\) by the positive number \(E-o_s\):

\[
(E-e_s)(E-o_s)<2g_{\min}^2t_s^2 .
\]

This holds between the two roots of the quadratic. The lower root is not above \(o_s\), hence below \(o_p\), so for \(E>o_p\) only the upper root matters:

\[
c_{\rm even}=\frac{e_s+o_s}{2}+\sqrt{\Big(\frac{e_s-o_s}{2}\Big)^2+2g_{\min}^2t_s^2}.
\]

The odd entry, multiplied by \(E-o_p>0\), gives in the same way

\[
c_{\rm odd}=\frac{e_s+o_p}{2}+\sqrt{\Big(\frac{e_s-o_p}{2}\Big)^2+g_{\min}^2t_p^2(1-\cos\theta_{\min})}.
\]

Let \(c\) be the smaller of the two. If \(c>o_p\), the interval from \(o_p\) to \(c\) is empty, with \(8N\) levels at or below \(o_p\) and \(4N\) at or above \(c\).

The filled edge can be located too. On each O, the p orbital normal to the Si–O–Si plane is perpendicular to both \(\mathbf u_1\) and \(\mathbf u_2\). It couples to nothing in this model and is an eigenstate at \(o_p\). So the highest filled level is \(o_p\), and

\[
E_{\rm gap}\ \ge\ c-o_p .
\]

**Q:** Then the top of the filled states is not a bonding level at all?

**A:** Correct. To speak only of a bonding band below an antibonding band would miss this. The filled edge is a nonbonding lone pair. What lies above the gap is antibonding, which can be shown state by state. For an eigenstate with \(E>o_p\), the oxygen rows of the eigenvalue equation give \(\psi_o=(E-B)^{-1}T^{T}\psi_h\), where \(\psi_h\) and \(\psi_o\) are the hybrid and oxygen parts. Its energy from the links is

\[
2\psi_h^{T}T\psi_o=2\psi_h^{T}T(E-B)^{-1}T^{T}\psi_h\ \ge\ 0 .
\]

No state above \(o_p\) gains energy from the links. The link part of \(H\) has zero trace, so its expectation values over all states sum to zero, and the filled states together must gain what the empty ones lose. The gap thus separates filled states that are bonding taken together, with the lone pairs at their top, from empty states that are antibonding one by one. The sum does not fix the sign for each single filled state.

**Q:** I would like numbers, and ones that don't favour you from the start. If the silicon levels lie well above the oxygen levels, a gap is no surprise.

**A:** Agreed. If \(e_s>o_p\), then letting the links vanish gives \(c\to e_s\), and the gap is a difference of atomic levels, which bonding can only widen. So take the opposite order, with round parameters not fitted to any material: \(e_s=-0.55\), \(e_p=-0.25\), \(o_s=-1.10\), \(o_p=-0.50\), \(t_s=0.35\), \(t_p=0.30\), all in hartree. The Si s level now lies below the O p level, and without links there is no gap.

Start with a crystal: 64 Si on a diamond-type network, straight bridges, all \(g=1\). The even formula gives

\[
c_{\rm even}=-0.825+\sqrt{0.275^2+2(0.35)^2}=-0.825+0.566=-0.259 .
\]

Diagonalization gives the lowest empty level at \(-0.259\) hartree and a gap of 0.241 hartree (6.56 eV).

**Q:** The bound and the crystal agree. Is that an accident?

**A:** No. Give every hybrid the same amplitude \(x\) and every O s orbital the amplitude \(y\). On a straight bridge \(\mathbf u_1+\mathbf u_2=0\), so the p orbitals receive nothing. On each Si the in-phase sum has energy \(e_s\). What remains is

\[
(E-e_s)x=-g\,t_s\,y,\qquad (E-o_s)y=-2g\,t_s\,x .
\]

Multiplying the two equations and dividing by \(xy\) gives \((E-e_s)(E-o_s)=2g^2t_s^2\), whose upper root is \(c_{\rm even}\). The bound is attained whenever \(c_{\rm even}\) lies above \(o_p\) and not above \(c_{\rm odd}\), as it does here.

Notice what was not used: which Si is joined to which. The same state is an eigenstate on any fourfold network with equal straight links. To test this, the crystal was rewired by local bond switches. The original has no five-membered rings (counting Si atoms); the rewired network has 25. Its gap is again 0.241 hartree. Scrambling the connections left both edges where they were.

**Q:** You kept every bond identical, though. Glass has a spread of bond strengths and angles.

**A:** Then let \(g\) vary at random between 0.90 and 1.10 and \(\theta\) between 120° and 180°, on rewired networks. The two limits are

\[
c_{\rm even}=-0.825+\sqrt{0.275^2+2(0.90)^2(0.35)^2}=-0.301,
\]

\[
c_{\rm odd}=-0.525+\sqrt{0.025^2+(0.90)^2(0.30)^2(1.5)}=-0.193 .
\]

The smaller is \(c=-0.301\), so, with one more digit, every such network has a gap of at least \(-0.3015+0.5000=0.1985\) hartree (5.40 eV), or 0.199 when rounded. This is a guarantee for the worst case, not an estimate of the typical gap. The worst case does occur: a rewired network with straight links all at \(g=0.90\) has a gap of 0.199 hartree.

Five random networks gave gaps from 0.264 to 0.267 hartree, the smallest being 7.18 eV.

**Q:** Those are larger than the gap of the crystal. Disorder opened it further?

**A:** Relative to this particular crystal, yes. The straight bridges are a likely reason. The lowest empty crystal state is purely even on each bridge, and bending adds \(b(1+\cos\theta)>0\) to the even eigenvalue, because the p orbital along the bisector now takes part and pushes the state up. The random networks also have varying link strengths, and the runs do not separate the two effects, so for them I offer this as a conjecture. It is no general law that disorder widens gaps.

**Q:** Your samples have 64 silicon atoms and close on themselves. Isn't that a crystal with a large cell?

**A:** One could repeat them that way, but the bound does not contain \(N\). It holds for every finite network with the stated limits, so the empty interval cannot shrink away as the network grows. A disordered network of 216 Si gave a gap of 0.261 hartree, also above the guarantee. A different caution applies: the rewired networks are specified by connections, link strengths and angles. They are not relaxed atomic structures in space.

In one further disordered network of 64 Si, the average link energy was \(-0.199\) hartree per filled state and \(+0.397\) per empty state. The ratio of two reflects the zero trace, since there are 512 filled and 256 empty states. The sign of each empty state carries more information: the smallest value was \(+0.345\) hartree, so all of them are clearly antibonding. There were 128 levels at \(o_p\), one lone pair for each oxygen.

**Q:** Then let me turn the question round. Does order at least guarantee a gap?

**A:** No. Keep the crystal perfect, with straight bridges, and weaken all links equally. The level \(c_{\rm even}\) lies above \(o_p\) as long as

\[
2g^2t_s^2>(o_p-e_s)(o_p-o_s),
\]

which follows from putting \(E=o_p\) into the even condition. The critical factor is

\[
g_c=\sqrt{\frac{0.05\times0.60}{2(0.35)^2}}=0.350 .
\]

Below \(g_c\), the in-phase state makes \(S(E)\) negative just above \(o_p\). Then at most \(4N-1\) levels lie above \(o_p\), and level \(8N+1\) is not above \(o_p\). On a straight bridge two p orbitals per O are decoupled, so \(4N\) levels sit at \(o_p\), and the other \(8N\) cannot all lie below it: a Si p state has expectation value \(e_p>o_p\), which forces at least one level above. Hence level \(8N\) is not below \(o_p\). Both levels equal \(o_p\), and the gap is zero.

Diagonalization agrees: at \(0.98\,g_c\) the gap vanishes, and at \(1.02\,g_c\) it is 0.0019 hartree. The translational order is the same in both. This closing needs the order \(e_s<o_p\) chosen here; for \(e_s>o_p\) there is no \(g_c\). Free-atom calculations do not settle the order (Hartree–Fock puts Si 3s above O 2p, the local density approximation below), so \(g_c\) is a statement about the model and not about crystalline silica.

**Q:** Would a disordered network with such weak links also lose its gap?

**A:** Not if its bridges are bent. Suppose all angles stay below some \(\theta_{\max}<180^\circ\). Then the even eigenvalue contains \(b(1+\cos\theta)\ge b(1+\cos\theta_{\max})\), and \(b=t_p^2/(E-o_p)\) grows without limit as \(E\) approaches \(o_p\) from above. The odd eigenvalue does the same. So \(S(E)\) is positive in some interval above \(o_p\) for any \(g_{\min}>0\), and a gap survives, though it may be small. The closing at \(g_c\) belongs to straight bridges.

**Q:** You dropped O–O hopping and distorted tetrahedra. Couldn't they fill the gap?

**A:** They could if strong enough. Add any Hermitian perturbation whose eigenvalues lie between \(-w\) and \(w\). By Weyl's inequality each level, counted in order, moves by at most \(w\), so the gap changes by at most \(2w\). The guarantee of 0.199 hartree therefore keeps some gap open for \(w\) below about 0.099 hartree. In a test, random on-site energies within \(\pm0.02\) hartree changed a gap of 0.2595 to 0.2405 hartree, a loss of 0.019 where 0.04 was allowed. That test is much weaker than O–O hopping may be. Each O has six O neighbours, and p–p hopping of several tenths of an eV to each can bring \(w\) to 0.1 hartree or more. The guarantee then says nothing. The condition on \(w\) is sufficient and not necessary, so a gap may still remain, but it has to be computed. O–O hopping would also broaden the lone-pair levels, which are perfectly sharp in this model.

**Q:** What about actual defects? Oxides do have states in the gap.

**A:** One way to get them is a failure of the assumption of intact local bonding. Impurities, which this model leaves out, are another. Cut one link by setting its \(g\) to zero. For vectors with no weight on that hybrid, the earlier bound on \(S(E)\) still holds. This includes the other hybrid of the damaged bridge: its diagonal element \(g^2(a+b)\) is at least \(g_{\min}^2\kappa\), because a diagonal element is never below the smallest eigenvalue. So \(S(E)\) is positive on a space of dimension \(4N-1\) and can have at most one eigenvalue that is not positive. One cut link puts at most one level between \(o_p\) and \(c\). This count belongs to the model, where the oxygen levels are held fixed. In a real oxide the levels of the non-bridging oxygen shift and can also enter the gap from below.

In the example it puts one there, at \(-0.357\) hartree, which is 0.143 hartree above the lone pairs. The rest of the interval stays empty.

**Q:** And a real glass, where there is always a rare bad bond somewhere?

**A:** Then \(g_{\min}\) for the whole sample may be close to zero, and the guarantee can lose its content. Badly weakened links act like partly cut ones, and their levels can form tails reaching into the gap. In this model such tails come down from the empty side only: at most \(4N\) levels can lie above \(o_p\), so level \(8N\) stays at the lone pairs. Tails on the filled side of a real glass need terms left out here, such as O–O hopping or shifts of the oxygen levels. The strict gap may then be replaced by a region with few states. Whether those states carry current is a separate question about localization, on which this bound on energies is silent.

**Q:** So what I should ask of a glass is not whether it has a lattice, but how far its worst bonds depart from the normal ones.

**A:** Yes, and how many such bonds there are. Within this model, and for given atomic levels, it is enough that every Si keeps its four links, every O its two, and that link strengths and bridge angles stay within limits for which \(c>o_p\). The interval from the lone pairs up to \(c\) is then empty, however the network is joined together.

## Computed results

```
Si s level e_s: -0.55 hartree
Si p level e_p: -0.25 hartree
O s level o_s: -1.10 hartree
O p level o_p: -0.50 hartree
coupling t_s: 0.35 hartree
coupling t_p: 0.30 hartree
smallest link factor: 0.90 (no unit)
largest link factor: 1.10 (no unit)
smallest Si-O-Si angle: 120 degrees
Si atoms, O atoms, filled levels: 64 128 512
five-membered rings, crystal and rewired: 0 25
crystal, lowest empty level: -0.25876 hartree
crystal gap: 0.24124 hartree
crystal gap: 6.56 eV
rewired network, equal links, gap: 0.24124 hartree
c_even at smallest link factor: -0.30148 hartree
c_odd at smallest link factor and angle: -0.19338 hartree
guaranteed gap: 0.19852 hartree
guaranteed gap: 5.40 eV
rewired, all links at smallest factor, gap: 0.19852 hartree
five disordered networks, smallest gap: 0.26373 hartree
five disordered networks, largest gap: 0.26724 hartree
five disordered networks, smallest gap: 7.18 eV
Si atoms in larger disordered network: 216
larger disordered network, gap: 0.26083 hartree
detailed network, gap: 0.25947 hartree
detailed network, levels exactly at o_p: 128
mean link energy per filled state: -0.19850 hartree
mean link energy per empty state: 0.39701 hartree
smallest link energy of an empty state: 0.34479 hartree
probe energy: -0.10 hartree
levels above probe, full and reduced: 192 192
critical link factor of crystal: 0.3499 (no unit)
crystal gap at 0.98 of critical factor: 0.00000 hartree
crystal gap at 1.02 of critical factor: 0.00186 hartree
bound on random on-site energies: 0.02 hartree
gap with random on-site energies: 0.24051 hartree
levels in guaranteed gap after one cut link: 1
energy of that level: -0.35731 hartree
its height above o_p: 0.14269 hartree
```
